\section*{Read's Model of a Charged Dislocation in n-Type Germanium}

\section{Why independent acceptors fail}

Suppose that the acceptor sites along a dislocation core are filled by the ordinary impurity formula. For a level 0.307 eV below the Fermi level at 250 K, it gives an occupied fraction of 1.00000. With one site every 0.40 nm, the core would then carry one electron charge per 0.40 nm. In lightly doped germanium the last electrons added to such a line would cost about 3.2 eV each, more than four times the band gap, so the assumed state cannot be in equilibrium. The electrons already on the line repel the next one, and the occupation has to be found together with the potential that it creates. In the example below this lowers the fraction to about 0.15. Since the radius of the depleted region varies as the square root of the fraction, the independent-site answer also makes that region 2.6 times too wide.

\section{Model and conventions}

Gaussian units are used, with $e>0$ and electron charge $-e$. A straight dislocation has acceptor sites a distance $c$ apart, and a fraction $f$ of them holds one extra electron. The mean electron spacing is $a=c/f$. The crystal has dielectric constant $\kappa$ and a uniform density $N$ of ionized donors, net of other acceptors. The electron potential energy $U$ is zero far from the line. The energy scale is
\begin{equation}
E_0=\frac{e^2}{\kappa c},\qquad \frac{e^2}{\kappa a}=E_0 f .
\end{equation}
The level $E_d$ is the energy of an electron on an isolated site, including everything local to the core. The Fermi level $E_F$ is set by the bulk, and $\Delta=E_F-E_d$ is the energy gained by filling one isolated site.

Read's minimum-energy treatment makes three further assumptions: conduction electrons are absent inside a sharp cylinder of radius $R$ and undisturbed outside it; the electrons on the line are evenly spaced; and the entropy of the sites, both configurational and from the spins on empty sites, is neglected. Even spacing is an idealization, because $a/c$ need not be an integer. The last two assumptions are replaced by their opposite in Section 6, and the first is relaxed in Section 7.

\section{Cylinder radius and potential}

The line has charge $-e/a$ per unit length, and the exposed donors have $+e\pi R^2N$. Neutrality gives
\begin{equation}
\pi R^2N=\frac1a=\frac fc,\qquad R=\sqrt{\frac{f}{\pi cN}} .
\label{R}
\end{equation}
For $r<R$ the charge per length inside radius $r$ is
\begin{equation}
Q(r)=-\frac ea+e\pi r^2N=-\frac ea\left(1-\frac{r^2}{R^2}\right).
\end{equation}
Gauss's law gives the radial field $2Q/(\kappa r)$. The force on an electron is $-e$ times this field and equals $-dU/dr$, so
\begin{equation}
-\frac{dU}{dr}=\frac{2e^2}{\kappa a}\left(\frac1r-\frac r{R^2}\right).
\end{equation}
The force is outward, as repulsion requires. Integrating from $r$ to $R$ with $U(R)=0$,
\begin{equation}
U(r)=2E_0f\left[\ln\frac Rr-\frac12\left(1-\frac{r^2}{R^2}\right)\right],
\label{U}
\end{equation}
and $U=0$ for $r>R$. The logarithm belongs to the line and the quadratic term to the donors.

Equation (\ref{U}) smears the electrons along the line. The true row has number density $a^{-1}[1+2\sum_{m\ge1}\cos(2\pi mz/a)]$. A line density $\cos kz$ produces the potential $2K_0(kr)\cos kz$, which solves Laplace's equation and has the required behaviour $-2\ln r\,\cos kz$ near the line. The leading correction to $U$ is therefore $4E_0f\,K_0(2\pi r/a)\cos(2\pi z/a)$. It decays exponentially, so (\ref{U}) is good for $r\gtrsim a$. It cannot be used at an occupied site, where the discrete row must be summed.

\section{Energy of the row}

Take a length $2L$ of row and cylinder, with $L\gg R,a$. Energies per electron are in units of $e^2/(\kappa a)$ and refer to the middle of this length, far from its ends. There are three parts.

\textit{Row with itself.} Each electron has neighbours at distances $na$ on both sides, and each pair is shared by two electrons:
\begin{equation}
\frac12\cdot2\sum_{n=1}^{L/a}\frac1n=\ln\frac La+\gamma ,
\end{equation}
where $\gamma=0.5772$ is Euler's constant.

\textit{Row with background.} A thin cylindrical shell of radius $\rho$ contributes on the axis
\begin{equation}
\int_{-L}^{L}\frac{dz}{\sqrt{\rho^2+z^2}}=2\ln\frac{2L}{\rho}.
\end{equation}
The average of $\ln\rho$ over a disk is $(2/R^2)\int_0^R\rho\ln\rho\,d\rho=\ln R-\frac12$. The attraction is thus $-2[\ln(2L/R)+\frac12]$.

\textit{Background with itself.} The background potential on its own axis is $2\ln(2L/R)+1$. By Gauss's law its field is $2\rho/R^2$ in these units, so the potential falls by $\rho^2/R^2$ on going out to $\rho$. The disk average of this fall is $\frac12$. Half the averaged potential is the self-energy, $\ln(2L/R)+\frac14$.

In the sum the cutoff cancels:
\begin{equation}
W=\frac{e^2}{\kappa a}\left[\ln\frac{R}{2a}+\gamma-\frac34\right].
\label{W}
\end{equation}
At $R/a=123.43$ the bracket is 3.94973. An explicit sum over the charges of a long finite row, with the background integrated numerically, gives the same five decimals.

\section{Self-consistent occupation}

From (\ref{R}), $R=(\pi aN)^{-1/2}$. Hence
\begin{equation}
\frac Ra=\frac1{\sqrt{\pi Na^3}}=\left(\frac f{f_c}\right)^{3/2},\qquad f_c=c(\pi N)^{1/3}.
\end{equation}
Electrons are taken from the reservoir at $E_F$, so the quantity to minimize, per site, is
\begin{equation}
\Omega(f)=E_0f^2\left[\frac32\ln\frac f{f_c}+\gamma-\ln2-\frac34\right]-f\Delta .
\end{equation}
Differentiating $f^2$ doubles the bracket and leaves a factor $f$; differentiating the logarithm adds $\frac32f$. This cancels the $-\frac32f$ from the doubled constant:
\begin{equation}
\Delta=E_0f\left[3\ln\frac f{f_c}+2(\gamma-\ln2)\right].
\end{equation}
The constant is absorbed by defining
\begin{equation}
f_*=f_c\,e^{-2(\gamma-\ln2)/3}=1.080\,f_c ,
\end{equation}
which gives
\begin{equation}
\boxed{E_F-E_d=3E_0f\ln\frac f{f_*}}
\label{main}
\end{equation}

For $\Delta>0$ the right side is negative below $f_*$ and rises steadily from zero above it. There is one root, with $f>f_*$, and $\Omega$ falls all the way up to it, so the root is the minimum. To solve for it, put $y=\ln(f/f_*)$ and $x=\Delta/E_0$. Then $ye^y=x/(3f_*)$, which defines the principal Lambert function $W_0$:
\begin{equation}
f=\frac{x}{3\,W_0\!\left(x/3f_*\right)} .
\label{lambert}
\end{equation}
Without that function one may iterate $f\leftarrow x/[3\ln(f/f_*)]$. Near the root each step multiplies the error by $-1/\ln(f/f_*)$, so the iteration converges locally if $f>ef_*$.

\subsection{Why the site potential is not enough}

The potential energy at one occupied site, due to all other charges, contains the full row sum instead of half of it:
\begin{equation}
V_{\rm site}=2E_0f\left[\ln\frac R{2a}+\gamma-\frac12\right]=\Delta-E_0f .
\label{site}
\end{equation}
Setting $V_{\rm site}=\Delta$ would therefore miss a term $E_0f$. Its origin is visible in the row--row energy per site, $E_0f^2[\ln(Lf/c)+\gamma]$. The derivative of the factor $f^2$ gives the potential of a fixed row. The derivative of the logarithm gives the extra $E_0f$, which is the cost of moving the other electrons closer together to keep the spacing even. The two background terms add up to $-E_0f^2[\ln(2L/R)+\frac34]$. Since $R\propto\sqrt f$, their derivative is $-2E_0f[\ln(2L/R)+\frac12]$, which is the background potential on the axis and leaves no remainder. On a nearly full row the last electrons fill vacancies and the others cannot move. Their cost is then $V_{\rm site}$ at $f=1$, which is 3.2 eV in the example below, and not the 3.4 eV given by the evenly spaced law.

\subsection{When the fraction is small}

By (\ref{main}), $f=1$ would require $\Delta=3E_0\ln(1/f_*)$. Since $f$ always exceeds $f_*$, the conditions for $f\ll1$ are therefore $f_*\ll1$ and
\begin{equation}
E_F-E_d\ll3E_0\ln\frac1{f_*}.
\end{equation}
If $E_d$ lies in the gap and $E_F$ below the conduction band, the left side is less than the gap. The right side shrinks as doping raises $f_*$, so a small fraction is a property of light doping and not a general law.

The site spacing plays a limited part. With $n=f/c$ electrons per length, (\ref{main}) reads $\Delta=(3e^2/\kappa)\,n\ln(n/n_*)$, where $n_*=f_*/c$ does not contain $c$. At fixed $E_d$, removing every second site doubles $f$ but leaves $a$, $R$ and $U$ unchanged, as long as $f$ stays below one.

\section{The opposite limit: random occupation}

Even spacing presumes that repulsion between neighbours dominates thermal motion. In the opposite limit each site is filled independently with probability $f$. The average of the product of two different occupations is $f^2$, so the row energy is that of charges $f$ at spacing $c$:
\begin{equation}
E_0f^2\left[\ln\frac R{2c}+\gamma-\frac34\right].
\end{equation}
Because $\ln R$ contains $\frac12\ln f$, the derivative is $2E_0f[\ln(R/2c)+\gamma-\frac12]$. An empty site keeps one unpaired electron with two spin states, while a filled site has a pair. The entropy per site is $k[-f\ln f-(1-f)\ln(1-f)+(1-f)\ln2]$. Minimizing the free energy gives
\begin{equation}
\Delta=2E_0f\left[\ln\frac R{2c}+\gamma-\frac12\right]+kT\ln\frac{2f}{1-f}.
\label{random}
\end{equation}
With $E_0=0$ this is the independent-acceptor formula of Section 1. Equations (\ref{main}) and (\ref{random}) are two limiting pictures; they are not proven bounds on $f$.

\section{The soft edge of the cylinder}

Let the conduction electrons follow $Ne^{-U/kT}$. With $u=U/kT$ and $r$ in units of the Debye length $\lambda=\sqrt{\kappa kT/4\pi e^2N}$, Poisson's equation becomes
\begin{equation}
\frac1r\frac d{dr}\left(r\frac{du}{dr}\right)=1-e^{-u},\qquad -r\frac{du}{dr}\to q=\frac{2E_0f}{kT}\quad(r\to0).
\end{equation}
From (\ref{R}), $R/\lambda=\sqrt{2q}$. Near the line the solution differs from (\ref{U}) by a constant $kT\delta(q)$, which is added to the right side of (\ref{main}) or (\ref{random}).

For $R\gg\lambda$ the edge is nearly flat. There $u''=1-e^{-u}$ integrates to $\frac12u'^2=u-1+e^{-u}$. Deep in the depleted region $u=1+\frac12u'^2$, whereas a sharp edge gives $\frac12u'^2$; hence $\delta\to1$. The numerical solution has $\delta=0.973$ at $q=400$. Multiplying the cylindrical equation by $r^2u'$ and integrating over all $r$ gives $q^2=4\int_0^\infty r(u-1+e^{-u})\,dr$, which the solution for the example below satisfies to about five parts in a million.

\section{Worked example}

The inputs are rough typical values for n-type germanium: $\kappa=16$, $c=0.40$ nm, $N=10^{15}$ cm$^{-3}$, a gap of 0.70 eV and $T=250$ K, so $kT=21.5$ meV. The core level is a trial value, 0.50 eV below the conduction band.

The effective density of states is $7.73\times10^{18}$ cm$^{-3}$, which puts the Fermi level $kT\ln(7730)=0.193$ eV below the band. Then
\begin{align}
\Delta&=0.500-0.193=0.307\ \text{eV},\\
E_0&=\frac{1.44\ \text{eV nm}}{16\times0.40\ \text{nm}}=0.225\ \text{eV},\qquad x=1.365 .
\end{align}
With $f_*=0.00633$, the argument in (\ref{lambert}) is $1.365/0.0190=71.9$, and $W_0=3.13$. Therefore
\begin{align}
f&=\frac{1.365}{3\times3.13}=0.145,\qquad a=\frac{0.40}{0.1452}=2.75\ \text{nm},\\
R&=340\ \text{nm}=0.34\ \mu\text{m}.
\end{align}
Differentiating the explicitly summed row energy at this $f$ returns 0.3071 eV, equal to $\Delta$. The potential at a fixed site is 0.2745 eV, lower by $E_0f=32.7$ meV as (\ref{site}) requires. The smooth potential is 282 meV at $r=a$, 132 meV at $10a$ and 21 meV at $R/2$. The granularity of the row at $r=a$ is 0.12 meV.

With temperature and core level held fixed, doping changes the result as follows. The last column sets $\Delta$ equal to the gap.

\begin{center}
\begin{tabular}{cccc}
$N$ (cm$^{-3}$) & $f$ & $R$ (nm) & $f$ at gap\\
$10^{14}$ & 0.11 & 920 & 0.24\\
$10^{15}$ & 0.15 & 340 & 0.275\\
$10^{16}$ & 0.20 & 125 & 0.33\\
$10^{17}$ & 0.27 & 46 & 0.40\\
$10^{18}$ & 0.38 & 17 & 0.50
\end{tabular}
\end{center}
At $10^{15}$ cm$^{-3}$ even a level at the valence band edge leaves $f$ below 0.3. At $10^{18}$ cm$^{-3}$ the fraction can no longer be called small. The mean spacing there is only two to three sites, so even spacing is a poor approximation, and the donors can no longer be treated as isolated and simply ionized. The last row is a rough guide only. If $N$ is read as the total donor density and the valley states of the donors are counted, about one donor in eight is already neutral in the bulk at $10^{17}$ cm$^{-3}$; this lowers $f$ by only about 0.001 there, and by about 0.007 in the last row.

\subsection{Size of the neglected effects}

Here $q=3.03$ and $R=2.5\lambda$, so the edge is soft: the electron density at $r=R$ is already 0.67 of its bulk value. The radius measures the displaced charge and does not mark a boundary. The core energy is less sensitive. With $\delta=0.69$, the fraction falls from 0.145 to 0.140. Random occupation with the same tail gives 0.118, about 18\% below the simple result. Since $E_0f$ is just 1.5 times $kT$, the spacing is not strictly even. But random occupation also puts electrons on adjacent sites, where their repulsion $E_0$ is about $10\,kT$, so it overstates the energy of the row. The ordered value is the better estimate here, and $f$ is about 0.14 for these inputs.

Neutral donors are negligible: with two states per donor they make up $4\times10^{-4}$ of the total, and the closely spaced valley states of a donor in germanium raise this to about $2\times10^{-3}$. Without strain, a classical estimate that excludes distances below one site spacing puts the holes near the core at $10^{-4}$ of the line charge for the smeared line and just under $10^{-3}$ for the discrete row with the soft edge. This is not a bound: the classical integral diverges at a point charge and grows quickly as the cutoff is reduced, so states within about $c$ of an occupied site need a quantum treatment. Strain can raise the valence band close to the core, and there this estimate no longer applies. A length $R$ of the cylinder contains about 123 donors, so their number scatters by 9\%. Strain matters near the core: for a rough deformation potential of 5 eV, the dilatation of the edge component shifts the band by up to 75 meV at $r=a$, against $U=282$ meV, but by 0.6 meV at $R$. Shear acts more strongly on the separate $\langle111\rangle$ valleys of germanium: with a shear deformation potential of 16 eV it moves them by up to about 0.2 eV at $r=a$ and 2 meV at $R$. Close to the core, $U$ alone therefore does not give the band edge. The field at $r=a$ is 0.24 MV/cm, above the rough 0.1 MV/cm at which bulk germanium breaks down. The whole drop from there to the bulk is 0.28 eV, however, less than the gap, so an electron falling through it cannot create a pair.

\subsection{Whether equilibrium is reached}

A new electron must cross the repulsive potential. On the line, midway between two electrons, the row sum is $2\sum_{n\ge0}(n+\frac12)^{-1}$, which exceeds the sum in (\ref{site}) by $4\ln2$. The barrier is
\begin{equation}
B=2E_0f\left[\ln\frac{2R}a+\gamma-\frac12\right]=0.365\ \text{eV}=17\,kT .
\end{equation}
With mean thermal speed $v$ and an assumed capture area $c^2$, the time per site is of order $e^{B/kT}/(Nvc^2)$, or 0.5 s for a rigid, evenly spaced row. Thermal motion opens wider gaps with lower barriers, which shortens this time. For the rigid row, a semiclassical estimate of thermally assisted tunnelling gives 0.06 s with the conductivity mass, and the light transverse mass would make it shorter still. At 200 K the classical time for the rigid row is about 700 s.

All these times leave out strain, and this matters greatly. With the shear shifts quoted above, the lowest valley offers a path on which the classical barrier is only about 0.14 eV, reached some 8 nm from the line. The same formula then gives a time of order $10^{-5}$ s at 250 K. The times without strain therefore illustrate the effect of repulsion alone and are not predictions for real germanium. At a low enough temperature the line may still keep an occupation fixed at a higher one, and (\ref{main}) then no longer applies.

\subsection{Relation to real germanium}

The dielectric constant, gap, masses and repeat distance are close to those of germanium, and the doping is light but ordinary. The core level is the least certain input. Real cores may also rebond or split into partial dislocations, which breaks the assumption of one acceptor per repeat distance. In the evenly spaced model, losing half the sites at unchanged $E_d$ would raise $f$ to 0.29 and leave $R$ at 340 nm; thermal disorder makes both somewhat smaller. A change in $E_d$ alters both. For comparing the model with a real sample, the line charge $f/c$ is therefore a better quantity than $f$. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
kappa 16; site spacing c 0.40 nm
N 1.0e+15 cm^-3; T 250 K; kT 21.54 meV
Ec-Ed 0.50 eV; gap 0.70 eV
masses/m: long 1.6, trans 0.08, hole 0.35
masses/m: density 0.547, conductivity 0.117
Nc 7.727e+18 cm^-3; Ec-EF 0.1929 eV
drive EF-Ed 0.3071 eV; E0 0.2250 eV
x=(EF-Ed)/E0 1.3651
fc 0.00586; fstar 0.00633
occupied fraction f 0.1452
electron spacing a 2.754 nm; R 340.0 nm
R/a 123.43; E0*f 32.68 meV
row energy/(e2/kappa a): direct 3.94973
row energy/(e2/kappa a): formula 3.94973
dE/df direct 0.30714 eV
fixed-site potential 0.2745 eV
U(a) 282.04 meV at 2.8 nm
U(10a) 131.77 meV at 27.5 nm
U(R/2) 20.79 meV at 170.0 nm
row granularity at r=a 0.120 meV
cost at full occupation 3.42 eV
f without repulsion 1.00000
T(K)  EF-Ed(eV)  f  R(nm)  classical capture time(s)
200  0.3515  0.1609  357.9  7.3e+02
250  0.3071  0.1452  340.0  5.0e-01
300  0.2615  0.1286  319.9  3.6e-03
N(cm^-3)  f  R(nm)  f if EF-Ed=gap   [250 K]
1e+14  0.1063  919.8  0.2364
1e+15  0.1452  340.0  0.2750
1e+16  0.1977  125.4  0.3265
1e+17  0.2710  46.4  0.3979
1e+18  0.3780  17.3  0.5012
Debye length 138.0 nm; R/Debye 2.46
q=2*E0*f/kT 3.033; tail shift delta 0.689
delta at q=400 0.973
Poisson-Boltzmann identity ratio 0.999995
n(R)/N with soft edge 0.667
f ordered row + tail 0.1399
f random row + tail + entropy 0.1184
capture barrier 0.3651 eV = 16.95 kT
tunnelling: best energy 0.262 eV
tunnelling: exponent 14.84
capture time with tunnelling 6.0e-02 s
EF-Ev at r=c 0.099 eV
hole charge/line charge 1.1e-04
neutral donors 4.1e-04 (depth 0.01 eV)
donors in length R 123; scatter 0.090
deformation pot. 5.0 eV; Poisson ratio 0.2
strain shift at a 75.1 meV
strain shift at R 0.61 meV
field at r=a 0.237 MV/cm
\end{verbatim}
